\section*{How Fast Must Accelerator Diffuse to Smear Out in a Copper Trench?}

\section*{Question}

Copper fills a narrow trench from the bottom when an adsorbed accelerator becomes more concentrated on the floor than on the walls. Surface diffusion works against this difference. For a trench 100 nm wide, with copper growing at 2 nm/s, how large must the surface diffusivity of the accelerator be before the difference is smeared out during growth? How does the answer scale with width, speed and depth?

\section*{Answer}

\subsection*{The competition and its Peclet number}

Let $\theta$ be the accelerator coverage, $D$ its surface diffusivity, and $v$ the speed at which the copper surface advances along its normal. The accelerator floats on the growing surface and is conserved. Take a small piece of concave surface with radius of curvature $R$ and opening angle $\varphi$. Its length is $\ell=R\varphi$. Growth moves it towards the centre of curvature, so $\dot R=-v$ and
\begin{equation}
\dot\ell=-v\varphi=-\kappa v\,\ell ,\qquad \kappa=1/R>0 \text{ for a concave surface.}
\end{equation}
Without diffusion $\theta\ell$ is constant, hence $\dot\theta=-\theta\dot\ell/\ell=\kappa v\theta$. Adding diffusion along the arc length $s$ gives
\begin{equation}
\frac{\partial\theta}{\partial t}=\kappa v\theta+D\frac{\partial^2\theta}{\partial s^2}.
\end{equation}
In a trench of width $L$ the typical curvature is $1/L$. Growth therefore creates differences at a rate $v/L$, while diffusion removes them over the distance $L$ at a rate $D/L^2$. The ratio of the two rates is the surface Peclet number,
\begin{equation}
\mathrm{Pe}=\frac{v/L}{D/L^2}=\frac{vL}{D}.
\end{equation}
Setting it to one gives the estimate
\begin{equation}
D^*=vL=(2\ \mathrm{nm/s})(100\ \mathrm{nm})=200\ \mathrm{nm^2/s}=2\times10^{-12}\ \mathrm{cm^2/s}.
\end{equation}
This estimate is linear in speed and in width, and it does not yet contain the depth, which enters below. The prefactor is a convention so far: using the half-width, for example, would halve it. A definite trench shows what $D^*$ means.

\subsection*{A trench with flat faces}

Let the trench be uniform along its length, with depth $h$, a flat floor, vertical walls and sharp bottom corners. All faces grow at the same constant speed, the coverage starts at a uniform small value $\theta_0$, and nothing passes through the mouth. By symmetry one half suffices. The remaining half floor and wall have lengths
\begin{equation}
a=\frac L2-vt,\qquad b=h-vt .
\end{equation}
Flat faces have $\kappa=0$, so all the concentrating happens at the corner, where each face is consumed by the advance of the other. Let $x$ run from the floor centre to the corner at $x=a$, and $y$ from the mouth down to the same corner at $y=b$. On both faces $\theta$ obeys the plain diffusion equation, with zero slope at $x=0$ and $y=0$. Since the end $x=a$ moves inward, the floor content changes as
\begin{equation}
\frac{d}{dt}\int_0^a\theta\,dx=-v\theta_c+D\theta_x(a)=-J ,
\end{equation}
where $\theta_c$ is the corner coverage and $J$ the flow from floor to wall. The wall content changes by $-v\theta_c+D\theta_y(b)=+J$. Adding the two,
\begin{equation}
D\left[\theta_x(a)+\theta_y(b)\right]=2v\theta_c .
\label{corner}
\end{equation}

Define the contrast as $C-1$, where $C$ is the mean floor coverage divided by the mean wall coverage. It is read at half closure, $vt=L/4$, which comes after 12.5 s here. Uniform first-order loss of accelerator does not change it: the equations are linear, so such a loss with rate constant $k$ multiplies every coverage by $e^{-kt}$, which cancels from $C$.

\subsection*{Slow diffusion}

Near the corner both faces start with the same coverage and are consumed at the same speed. Until the floor centre is felt, their profiles are mirror images and $J=0$. Each face then keeps its own accelerator, so the means are $\theta_0(L/2)/a$ and $\theta_0h/b$, and
\begin{equation}
C-1=\frac{1-vt/h}{1-2vt/L}-1
\;\xrightarrow{\;vt=L/4\;}\;
2\left(1-\frac{L}{4h}\right)-1=1-\frac{L}{2h}.
\label{slow}
\end{equation}
For $h=200$ nm this is 0.75.

The accelerator is then crowded at the corner, and this sets a limit on the dilute model. Let $\xi$ be the distance from the corner along either face. In the frame of the corner, material drifts towards it at speed $v$:
\begin{equation}
\theta_t=D\theta_{\xi\xi}+v\theta_\xi,\qquad D\theta_\xi+v\theta=0\ \text{ at }\xi=0 .
\end{equation}
The flux condition gives a layer of width $D/v$, so $\mathrm{Pe}$ is also the trench width divided by the layer width. For a long face the Laplace transform is $\hat\theta=\theta_0/s+Ae^{-m\xi}$, where $s$ is now the transform variable. The equation requires $Dm^2-vm-s=0$, and the decaying solution has $m=(v+q)/2D$ with $q=\sqrt{v^2+4Ds}$. The corner condition gives
\begin{equation}
A=\frac{v\theta_0}{s(Dm-v)}=\frac{2v\theta_0}{s(q-v)}=\frac{v\theta_0(q+v)}{2Ds^2},
\end{equation}
because $(q-v)(q+v)=4Ds$. With $\alpha=v^2/4D$ and $q=2\sqrt{D(s+\alpha)}$,
\begin{equation}
\frac{A}{\theta_0}=\frac{2\alpha}{s^2}+2\sqrt\alpha\,\frac{\sqrt{s+\alpha}}{s^2}.
\end{equation}
The first term inverts to $2\alpha t$. For the second, write
\begin{equation}
\frac{\sqrt{s+\alpha}}{s}=\frac{1}{\sqrt{s+\alpha}}+\frac{\alpha}{s\sqrt{s+\alpha}}
\;\rightarrow\;\frac{e^{-\alpha t}}{\sqrt{\pi t}}+\sqrt\alpha\,\mathrm{erf}\sqrt{\alpha t}.
\end{equation}
The remaining factor $1/s$ is an integration over time. With $z=\sqrt{\alpha t}=v\sqrt{t/4D}$, the first part integrates to $\mathrm{erf}(z)/\sqrt\alpha$. Integration by parts turns the second into
\begin{equation}
\sqrt\alpha\left[t\,\mathrm{erf}\,z+\frac{z e^{-z^2}}{\alpha\sqrt\pi}-\frac{\mathrm{erf}\,z}{2\alpha}\right].
\end{equation}
Multiplying the sum by $2\sqrt\alpha$ and adding $1+2\alpha t=1+2z^2$ yields
\begin{equation}
\frac{\theta_c}{\theta_0}=(1+2z^2)(1+\mathrm{erf}\,z)+\frac{2z}{\sqrt\pi}e^{-z^2}.
\end{equation}
If the initial coverage is 0.1 of a full layer, this expression reaches a full layer at half closure when $D=6.2\times10^{-14}$ cm$^2$/s. Below that diffusivity the corner would saturate and the dilute model fails. The contrast comes close to the limit \eqref{slow} before that happens, as the table below shows.

\subsection*{Fast diffusion}

Now let diffusion keep the coverage nearly uniform, at $\bar\theta$. Conservation makes $\bar\theta(a+b)$ constant, and $a+b$ shrinks at the rate $2v$. Hence
\begin{equation}
\frac{\dot{\bar\theta}}{\bar\theta}=r=\frac{2v}{a+b}.
\end{equation}
To leading order every point rises at this rate, so $D\theta_{xx}=r\bar\theta$ on the floor, and likewise on the wall. The solutions with zero slope at the floor centre and the mouth are
\begin{equation}
\theta=\theta_c-\frac{r\bar\theta}{2D}(a^2-x^2),\qquad
\theta=\theta_c-\frac{r\bar\theta}{2D}(b^2-y^2).
\end{equation}
Their corner slopes add to $r\bar\theta(a+b)/D=2v\bar\theta/D$, as \eqref{corner} demands at this order. The mean of $a^2-x^2$ is $2a^2/3$, so the face means are $\theta_c-r\bar\theta a^2/3D$ and $\theta_c-r\bar\theta b^2/3D$. Therefore
\begin{equation}
C-1\simeq\frac{r(b^2-a^2)}{3D}=\frac{2v(b-a)}{3D}
=\frac23\,\mathrm{Pe}\left(\frac hL-\frac12\right),
\label{fast}
\end{equation}
where $b^2-a^2=(b-a)(b+a)$ and $b-a=h-L/2$ were used. The contrast falls as $1/D$ and does not depend on time once the profiles have settled. Settling takes about $(a+b)^2/\pi^2D$, the decay time of the slowest diffusion mode, which must be short compared with the growth time.

The two limits meet at half closure when
\begin{equation}
\frac23\,\mathrm{Pe}\left(\frac hL-\frac12\right)=\frac Lh\left(\frac hL-\frac12\right)
\;\Rightarrow\; \mathrm{Pe}=\frac{3L}{2h},\qquad D_\times=\frac23vh .
\end{equation}
For $h=200$ nm this is $2.7\times10^{-12}$ cm$^2$/s, close to $vL$. By \eqref{fast}, reducing the contrast to one tenth of its slow-diffusion value needs about $10D_\times$, which grows with the depth.

\subsection*{Between the limits}

The intermediate range was computed by dividing the half floor into 60 cells and the wall into 240, and stepping the amount in each cell implicitly in time as the faces shrink. For the trench 200 nm deep, the contrast at half closure is:
\begin{center}
\begin{tabular}{ccc}
$D/D^*$ & Pe & $C-1$\\
\hline
0.02 & 50 & 0.763\\
0.1 & 10 & 0.750\\
0.3 & 3.3 & 0.722\\
1 & 1 & 0.544\\
3 & 0.33 & 0.302\\
10 & 0.1 & 0.105\\
100 & 0.01 & 0.010
\end{tabular}
\end{center}
The first entry lies about 2\% above the limit of 0.75. Diffusion there reaches only about $\sqrt{Dt}=7$ nm by half closure, so the floor centre is not felt, $J=0$, and the limit should hold closely. The excess is therefore numerical error.

At $D^*$ the contrast is still 0.544, or 73\% of the slow-diffusion limit. Thus $D^*$ marks where smearing becomes important, not where it is complete. Relative to the contrast computed at $0.03D^*$, half is left at $4.2\times10^{-12}$ cm$^2$/s and one tenth at $2.7\times10^{-11}$ cm$^2$/s, that is, at 2.1 and 14 times $D^*$. On this grid the thresholds come out low by up to 2\%; converged, they are $4.3\times10^{-12}$ and $2.8\times10^{-11}$ cm$^2$/s. The equal-speed values quoted below carry a similar error.

With width and speed held fixed, doubling the depth to 400 nm moves these values to $5.8\times10^{-12}$ and $5.4\times10^{-11}$ cm$^2$/s. The one-tenth value doubles, as \eqref{fast} predicts. The half value rises by only about a third. There \eqref{fast} does not yet apply: the settling time $(a+b)^2/\pi^2D$ falls from about 36 s at the start to 28 s at half closure, and so stays longer than the 12.5 s of growth.

The scaling with width follows from dimensions. In this model the contrast at half closure depends only on $\mathrm{Pe}$ and $h/L$, so every threshold has the form $vL\,f(h/L)$. It is linear in speed, but linear in width only if $h/L$ is kept fixed. At fixed depth the one-tenth value, about $10D_\times=20vh/3$, hardly depends on the width for $h/L$ between about 0.75 and 8, where it stays within 7\% of this estimate. In narrower trenches it falls below the estimate, to 70\% of it at $h/L=16$.

\subsection*{What the threshold means for single molecules}

Suppose the accelerator makes independent hops of length $l$ at total rate $\Gamma$, equally often in six directions on a close-packed face. The mean square displacement along one axis is $l^2/2$ per hop, so $2Dt=\Gamma t\,l^2/2$ and $D=\Gamma l^2/4$. With $l=0.26$ nm, $D^*$ corresponds to
\begin{equation}
\Gamma=\frac{4(200\ \mathrm{nm^2/s})}{(0.26\ \mathrm{nm})^2}=1.2\times10^4\ \mathrm{s^{-1}} .
\end{equation}
For thermally activated hops, $\Gamma=\nu e^{-E/k_BT}$. An assumed attempt rate $\nu=10^{13}$ s$^{-1}$ at 298 K gives $E=k_BT\ln(\nu/\Gamma)=0.53$ eV. Lowering the barrier by 0.07 eV, to 0.46 eV, raises $D$ to the one-tenth value found above, where most of the difference is smeared out. Each 0.059 eV changes $D$ tenfold, so a modest uncertainty in the barrier outweighs the numerical factors discussed above.

\subsection*{Real trenches}

The dimensions and speed are round values in the general range of damascene copper plating; the initial coverage of 0.1 is an assumption. Real superfilling breaks the assumption of equal speeds, since accelerated copper grows faster. When the speed of each face was made proportional to its mean coverage, the half-contrast diffusivity fell from about $4.3\times10^{-12}$ to $2.4\times10^{-12}$ cm$^2$/s, measured against the contrast of the same modified model at $0.03D^*$. With unequal speeds the corner passes accelerator between the faces, and that contrast, 1.28, is still below its $D\to0$ limit of about 1.5. Measured against the limit, the value is $1.7\times10^{-12}$ cm$^2$/s. This feedback keeps the faces flat, whereas a real surface grows fastest where the accelerator sits, at the corners. A real mouth is also open. With equal speeds restored, a mouth rounded to 5 nm radius and a field 100 nm wide between trenches raised the value to $6.0\times10^{-12}$ cm$^2$/s. Each effect alone, as modelled here, shifts the half-contrast threshold by less than a factor of three; their combination was not computed. Corner saturation is not a concern near the threshold: at $D^*$ the equal-speed model with a closed mouth gives a corner coverage of 0.19 of a full layer. Exchange of accelerator with the electrolyte that differs from place to place is outside the model and could create or remove contrast by itself.

For this trench, then, a diffusivity of a few $10^{-12}$ cm$^2$/s separates the two regimes, and a few $10^{-11}$ cm$^2$/s is needed to erase most of the difference between floor and walls. Both values are proportional to the growth speed. At fixed $h/L$ both are also proportional to the width; at fixed width the larger one grows nearly in proportion to the depth up to about 800 nm here, and the smaller one more slowly. In still deeper trenches the larger one also falls behind, because the profiles no longer settle before half closure.
